Metal–insulator threshold of touching semiconductor nanocrystals from their contact conductance

**Problem**

A film consists of equal, nearly spherical semiconductor nanocrystals of diameter d. Neighbours touch through flat circular facets of radius ρ, much smaller than d. Electrons occupy one isotropic, spin-degenerate valley.

(a) Estimate the electron density n_c at which the film changes from insulator to metal, by asking when one contact has the conductance e²/(πħ).

(b) Evaluate it for large CdTe nanocrystals with d = 20 nm and ρ = 3 nm.

(c) Find how far the estimate moves when the electron wavelength is not small compared with the contact and the grain.

SI units are used, e is the positive elementary charge, and n is the density deep inside a grain unless it is called a mean density.

**Solution**

**1. The criterion**

Let a grain have capacitance C and be joined to its surroundings by a conductance G. An excess charge Q produces a voltage Q/C and a current GQ/C, so the charge decays at the rate G/C. A charge state with this lifetime has an energy width of order ħG/C. The energy cost of one extra electron is of order e²/C. Their ratio is

(ħG/C)/(e²/C) = ħG/e²,

in which the capacitance has cancelled. When the ratio is small, the number of electrons on each grain is well defined and charging energy blocks transport at low temperature. When it is large, the charge states overlap. The change therefore occurs at G of order e²/ħ. This argument does not fix the numerical factor. The choice made here is

G₀ = e²/(πħ) = 77.5 μS,

the conductance of one perfectly transmitted, spin-degenerate mode. The criterion is applied to each contact. For one contact at G₀ the ratio above is 1/π = 0.32. A grain with six such contacts, as in a cubic array, loses charge six times faster, and its ratio is 6/π = 1.9.

**2. Conductance of the facet**

Suppose that electrons cross the facet without scattering and that their wavelength is much shorter than ρ. Electrons arriving from the left have the occupation f_L of the left grain, and those from the right have f_R. With A = πρ² and z normal to the facet, the magnitude of the current is

I = 2eA ∫ d³k/(2π)³ v_z (f_L − f_R), taken over v_z > 0.

The factor 2 counts spin. Write v_z = v cos θ and d³k = 2πk² dk d(cos θ). The angular integral of cos θ from 0 to 1 is 1/2, so

I = 2eA · [2π/(8π³)] · (1/2) ∫ k² v (f_L − f_R) dk
I = [eA/(4π²)] ∫ k² v (f_L − f_R) dk.

For an isotropic band v = (1/ħ) dE/dk, hence v dk = dE/ħ. At zero temperature and small voltage V, the occupations differ by one in an energy window eV at the Fermi level, where k = k_F. Therefore

I = [eA/(4π²)] · k_F² · eV/ħ
G = I/V = e²Ak_F²/(4π²ħ) = G₀ · Ak_F²/(4π).

This is the Sharvin conductance. The number Ak_F²/(4π) is the area πk_F² of the Fermi disc of transverse wavevectors multiplied by their density A/(2π)², so it counts transverse modes. For the circular facet,

G/G₀ = (k_Fρ)²/4.

The mass has disappeared because a higher velocity is compensated by a lower density of states. The same holds for any isotropic band whose energy rises with k.

**3. The threshold density**

The Fermi sphere holds, with two spins per wavevector,

n = 2 · (4πk_F³/3)/(2π)³ = k_F³/(3π²).

Setting G = G₀ gives (k_Fρ)² = 4, so k_Fρ = 2. Then

n_c ρ³ = (k_Fρ)³/(3π²) = 8/(3π²) = 0.27.

This is the short-wave estimate for one valley. Finding the threshold by direct quadrature over wavevectors at kT = 0.01 E_F also gives 0.270.

If the required conductance is λG₀ instead, then k_Fρ = 2√λ and n_cρ³ is multiplied by λ^(3/2). A factor of two either way in the criterion moves the result between about 0.10 and 0.76. The scaling with ρ⁻³ is thus better founded than the coefficient.

**4. Numbers for CdTe**

The inputs are rough typical values: effective mass 0.1 mₑ, band gap 1.5 eV, and relative permittivity 10 in the crystal and 5 for the film. For ρ = 3 nm,

k_F = 2/(3 nm) = 0.667 nm⁻¹
n_c = 0.270/(27 nm³) = 0.0100 nm⁻³ = 1.0 × 10¹⁹ cm⁻³.

The Fermi energy ħ²k_F²/(2m) is 0.169 eV. In a nonparabolic band obeying E(1 + E/E_g) = ħ²k_F²/(2m), with E_g the gap, it falls to 0.154 eV. The threshold density stays the same, since it depends on k_F alone.

The effective Bohr radius is 5.3 nm and n_c^(1/3) times this radius is 1.14. The electrons are closer together than one Bohr radius, which supports treating the electrons in a grain as a degenerate gas rather than as bound to separate donors. In this model the insulating behaviour just below n_c comes from the contacts. The discrete levels of a grain, which the model ignores, are considered in section 8.

Each contact has resistance 1/G₀ = 12.9 kΩ. In a simple cubic array with field F, each bond carries the current G₀Fd through a cell area d². The contact-limited conductivity at threshold is therefore

σ_film = G₀Fd/(d²F) = G₀/d = 39 S/cm.

This adds contacts as classical resistors and omits resistance inside the grains and charging effects.

**5. The facet as a wave problem**

At k_Fρ = 2 the wavelength 2π/k_F is πρ, longer than the contact diameter. The short-wave assumption of section 2 is not met at the very point where its result is used. A definite model shows the size of the error: a circular hole in a thin, impenetrable wall between two half-spaces. It suits a facet with ρ ≪ d, where the grain surfaces leave the facet at small angles.

Let r and q be the position and wavevector parallel to the wall, and define

k_z(q) = √(k_F² − q²) for q < k_F
k_z(q) = i√(q² − k_F²) for q > k_F.

A wave with parallel wavevector q₀ arrives from z < 0. Let φ(r) be the wave in the hole and φ(q) its Fourier transform. Since the wave vanishes on the wall,

z > 0: ψ = ∫ d²q/(2π)² φ(q) exp(iq·r + ik_z z)
z < 0: ψ = exp(iq₀·r)[exp(ik_z0 z) − exp(−ik_z0 z)] + ∫ d²q/(2π)² φ(q) exp(iq·r − ik_z z).

Both expressions equal φ(r) at z = 0. Their z-derivatives must also agree inside the hole. The left one is 2ik_z0 exp(iq₀·r) − i∫k_zφ exp(iq·r), and the right one is +i∫k_zφ exp(iq·r), with the measure d²q/(2π)² understood. Equating them and dividing by 2i gives

∫ d²q/(2π)² k_z(q) φ(q) exp(iq·r) = k_z0 exp(iq₀·r), for |r| < ρ.

Let P restrict functions to the hole. The equation reads Kφ = k_z0 P|q₀⟩ with K = Pk_zP = R + iX, where R comes from propagating waves and X from evanescent ones. The transmitted flux is proportional to ⟨φ|R|φ⟩ and the incident flux to k_z0. Dividing one by the other and summing over incident waves, with Σ k_z0 P|q₀⟩⟨q₀|P = R, gives

G/G₀ = Tr(R K⁻¹ R K⁻†).

The long-wave limit can be worked by hand. With lengths in units of ρ, t = qρ and κ = k_Fρ, the leading hole field is √(1 − x² − y²), which has the square-root fall to zero required at the rim. Integrating it over y gives (π/2)(1 − x²), and the Fourier integral over x then gives 2πj₁(t)/t, where j₁ is the spherical Bessel function. Dropping the common constant, the matrix elements are integrals of |k_z|ρ j₁²/t. For small κ, j₁ ≈ t/3 in the propagating range, so

R = ∫₀^κ √(κ² − t²) (t/9) dt = κ³/27.

In the evanescent range |k_z|ρ ≈ t, so X = ∫₀^∞ j₁² dt. Since j₁(t) = (1/2i)∫₋₁¹ x exp(itx) dx, Parseval's theorem gives π/3 for the integral over all t, and hence X = π/6. As R ≪ X,

G/G₀ ≈ (R/X)² = 4κ⁶/(81π²), for κ ≪ 1.

A narrow contact closes as κ⁶, far faster than Sharvin's κ².

At finite κ more hole fields are needed. For angular momentum m, those with transforms j_(m+2s+1)(t)/t, s = 0, 1, 2…, continue the function just used, and the trace is evaluated numerically. At κ = 6, 12 and 24 the conductance is 0.81, 0.91 and 0.96 of Sharvin's value, so the short-wave result is approached from below. The shortfall is close to 1.1/κ at these three points.

At κ = 2 the conductance is 0.47 G₀, less than half of what Sharvin's formula gives. It reaches G₀ at κ = 2.63, where

k_F³ρ³/(3π²) = 2.63³/(3π²) = 0.61.

These values are for a flat wall, the limit ρ/d → 0. In the worked example the grain surfaces leave the facet at an angle of about 17°, since its sine is 2ρ/d = 0.3. For a smooth hyperboloidal neck whose walls tilt by this angle, the same wave problem gives 0.27 G₀ at κ = 2 and a threshold at κ = 2.86, where the last expression is 0.79. This is about 30% above the flat-wall density. Near its throat such a neck is narrower than a flat facet with a sharp rim and the same tilt, but more than about 1.7 nm from the facet plane the spherical grain is narrower than the neck. This distance is well below the wavelength of 6.6 nm, so the neck shows the size of the tilt effect without fixing its value for the grains themselves.

**6. Electrons missing near the grain surface**

A hard wall also expels electrons from its neighbourhood, so the mean density of a grain is below k_F³/(3π²). Near a flat wall the standing waves have density proportional to 2 sin²(k_z z) = 1 − cos(2k_z z). The number missing per unit wall area is

2∫ d³k/(2π)³ ∫₀^∞ cos(2k_z z) dz = 2∫ d³k/(2π)³ (π/2) δ(k_z) = 2 · (π/2) · πk_F²/(8π³) = k_F²/(8π).

For a sphere with x = k_Fd/2, the bulk term is 4x³/(9π), and the surface area πd² removes x²/2 electrons. The next term of the smooth (Weyl) count, due to wall curvature, is 4x/(3π); it is taken here as a standard result without derivation. Thus

N = 4x³/(9π) − x²/2 + 4x/(3π).

At the Sharvin threshold x = 6.67. The bulk formula gives 42 electrons per grain and the smooth count gives 22.5. Filling the discrete levels 1S, 1P, 1D and 2S gives 2 + 6 + 10 + 2 = 20. An impenetrable surface thus removes about half of the electrons even in a 20 nm grain. This is the hard-wall limit. For a 4 eV barrier with mass mₑ outside and 0.1 mₑ inside, continuity of ψ′/m makes the wave extrapolate to zero about 1 nm outside the surface. The 1F level then falls below the Fermi level, the count is 34, and the loss is only a fifth to a quarter.

This lowers the mean density needed, while the wave resistance of the contact raises it. With k_Fρ = 2.63 and the smooth count together, the mean density times ρ³ is 0.39, or 1.4 × 10¹⁹ cm⁻³. The curvature term contributes about 6% of this. With the finite barrier and the same k_Fρ the value is about 0.5; the contact conductance itself has been found only for an impenetrable wall. The partial cancellation belongs to this ratio of d to ρ: for larger grains at fixed ρ the surface loss fades and the value rises towards 0.61.

**7. Table of cases**

All densities are for ρ = 3 nm.

| Case | k_Fρ | nρ³ | n (10¹⁹ cm⁻³) |
|---|---|---|---|
| Sharvin, G = G₀/2 | 1.41 | 0.10 | 0.35 |
| Sharvin, G = G₀ | 2.00 | 0.27 | 1.0 |
| Sharvin, G = 2G₀ | 2.83 | 0.76 | 2.8 |
| Wave contact, bulk density | 2.63 | 0.61 | 2.3 |
| Wave contact, mean density, d = 20 nm | 2.63 | 0.39 | 1.4 |

The wave corrections in the table, which use the flat wall, lie within the range opened by a factor of two in the criterion. The tilted neck of section 5 gives 0.79, slightly above that range. Each change taken alone moves the coefficient 0.27 by up to a factor of about three, but the changes combine. With the wave contact, criteria from G₀/2 to 2G₀ give bulk values from 0.28 to 1.4 for the flat wall and from 0.36 to 1.6 for the tilted neck. The coefficient 0.27 fixes the order of magnitude only.

**8. Smaller corrections**

*Scattering inside the grains.* Let a half-space of conductivity σ be fed through the disc with current density I/[2πρ√(ρ² − r²)], the distribution that makes the disc an equipotential. The potential at its centre is

∫₀^ρ [I/(2πρ√(ρ² − r²))] · [1/(2πσr)] · 2πr dr = [I/(2πσρ)] · (π/2) = I/(4σρ).

Two sides give the Maxwell resistance 1/(2σρ). With mean free path ℓ, σ = ne²ℓ/(ħk_F). The ratio to the Sharvin resistance is

[e²k_F²ρ²/(4πħ)] · ħk_F/(2ρne²ℓ) = k_F³ρ/(8πnℓ) = 3πρ/(8ℓ),

using k_F³ = 3π²n. For an assumed ℓ = d = 20 nm this is 0.18. Adding the two resistances, which is an interpolation, raises the Sharvin threshold density by the factor 1.177^(3/2) = 1.28.

*Tunnelling beside the facet.* Around its rim the gap between two spheres opens as s ≈ (r² − ρ²)/√(d²/4 − ρ²). For a 4 eV vacuum barrier the decay length is b = ħ/√(2mₑ · 4 eV) = 0.098 nm. Weighting the area by exp(−2s/b) gives an extra area (π/2)b√(d²/4 − ρ²), about 5% of the facet. With the tunnelling prefactor set to one, this lowers n_c by about 7%. The simple exponential is not accurate where the gap is as thin as b, so both percentages show only the order of magnitude.

*Temperature.* In a parabolic band a given Sharvin conductance fixes the chemical potential, apart from exponentially small terms, while the density grows by the factor 1 + (π²/8)(kT/E_F)². At 300 K, kT = 25.9 meV and the increase is 3%. A more important limit is that the charging energy e²/(4πε₀ε_film d) is 14 meV, equivalent to 167 K. At room temperature charging does not freeze conduction, so the distinction between metal and insulator must be sought well below 167 K. Discrete levels add an energy that the criterion of section 1 leaves out. In an ideal hard sphere holding 20 electrons, the next level, 1F, lies 36 meV above the filled 2S level, which is more than the charging energy. Nonparabolicity and a finite barrier together lower this gap to about 25 meV, still above the charging energy. Irregular grain shapes split the shells and reduce such gaps. The small-voltage treatment of section 2 requires the voltage drop per grain to be small compared with E_F/e. In a field of 0.013 MV/cm the drop equals kT/e at 300 K, which is about 0.15 of E_F/e.

**9. Limits of the model**

The example states what density would be needed, not that it is easily reached. The assumption most easily broken is direct contact. If ligands hold the facets 0.5 nm apart and the barrier is still 4 eV, transmission falls by roughly exp(−2 × 0.5/0.098) ≈ 4 × 10⁻⁵, and the present estimate no longer applies. Facet size matters strongly too: at a fixed criterion, a radius smaller by 20% raises n_c by the factor 0.8⁻³ ≈ 2. In a film with a spread of radii, the threshold is set by the contacts needed to form a connected path, which the model of equal contacts does not describe.

Apart from the tilted-neck values in section 5, the finite-barrier values in section 6, the combined ranges in section 7 and the level gaps in section 8, the main computed values are collected in the numerical output below.

Table of computed values

```
Contact radius rho: 3 nm
Grain diameter d: 20 nm
Effective mass: 0.1 m_e
Relative permittivity, crystal: 10
Relative permittivity, film: 5
Band gap: 1.5 eV
Surface barrier: 4 eV
Temperature of use: 300 K
Threshold conductance G0: 77.48 uS
Contact resistance 1/G0: 12.91 kohm
hbar G0/e^2: 0.3183
n rho^3, closed result: 0.2702
n rho^3, phase-space root at kT = 0.01 EF: 0.2702
n rho^3 if criterion is G0/2: 0.0955
n rho^3 if criterion is 2 G0: 0.764
Fermi wavenumber: 0.6667 nm^-1
Critical density: 1.001e+19 cm^-3
Critical density: 0.01001 nm^-3
Fermi energy, parabolic: 0.1693 eV
Fermi energy, nonparabolic: 0.154 eV
Cubic-array conductivity G0/d: 38.7 S/cm
Wave G/G0 at kF rho = 2: 0.467
Wave/Sharvin conductance at kF rho = 6: 0.812
Wave/Sharvin conductance at kF rho = 12: 0.91
Wave/Sharvin conductance at kF rho = 24: 0.956
Wave threshold kF rho: 2.63
Wave threshold kF^3 rho^3/(3 pi^2): 0.612
kF d/2 at Sharvin threshold: 6.67
Electrons per grain, bulk formula: 41.9
Electrons per grain, smooth hard sphere: 22.5
Electrons per grain, filled shells: 20
Mean n rho^3, wave contact and hard sphere: 0.389
Corresponding mean density: 1.44e+19 cm^-3
Thermal energy: 25.9 meV
Critical density ratio, 300 K to 0 K: 1.029
Assumed mean free path: 20 nm
Maxwell/Sharvin resistance: 0.177
Density factor from Maxwell term: 1.28
Barrier decay length: 0.0976 nm
Tunnelling area/contact area: 0.0516
Charging energy: 14.4 meV
Charging energy/kB: 167 K
Effective Bohr radius: 5.29 nm
n^(1/3) times Bohr radius: 1.14
Field for kT/e per grain: 0.0129 MV/cm
```
